Excitation diffusion among random sites with R⁻⁶ transfer rates

In a box of edge 200 Å, the number of randomly placed chromophores is raised from 64 to 400. The concentration c grows by a factor 6.25, and a typical pair rate, proportional to c², by 39. The computed diffusion constant of an excitation, averaged over many such boxes, grows from ħD = 1.226×10⁻³ to 1.401×10⁻² eV Å², a factor 11.4. Since 6.25^(4/3) = 11.5, the numbers suggest D ∝ c^(4/3). To explain this we need the rates, a way to extract D from a disordered network, and a scaling argument.

**The hopping rate**

The algebra is in atomic units. Numbers use eV and Å; rates are quoted as ħw and times in ħ/eV. Two identical transition dipoles μ at distance R in a medium of refractive index n have the coupling

V = κμ²/(n²R³), κ = d₁·d₂ − 3(d₁·e)(d₂·e),

where d₁, d₂ and e are unit vectors, e along the line between the sites. For fixed d₁ write κ = d₂·g with g = d₁ − 3(d₁·e)e. Averaging over d₂ gives ⟨κ²⟩ = |g|²/3 = [1 + 3(d₁·e)²]/3, and averaging over d₁, with ⟨(d₁·e)²⟩ = 1/3, gives 2/3. This average belongs in the rate if the dipoles reorient quickly compared with hopping. The golden rule, with J the overlap of the area-normalized emission and absorption spectra, then gives

w = 2π⟨V²⟩J = G/R⁶, G = (4π/3)μ⁴J/n⁴.

The model takes μ = 2 e Å, n = 1.5 and J = 1 eV⁻¹. With e²/(4πε₀) = 14.40 eV Å,

G = (4π/3)(14.40 × 4/2.25)² × 1 = 2745 eV Å⁶.

The golden rule requires weak coupling and loss of phase between hops. All sites have the same energy, so w is the same in both directions. Decay at a common rate γ multiplies every site probability by exp(−γt); it can be left out of the motion and restored at the end.

**Two sites by hand**

Take a line of sites with alternating gaps p and q, and let the excitation hop to nearest neighbours only, with rate a across p and b across q. The repeating cell has length L = p + q and two sites. From site 1 a hop to the right covers +p at rate a, and a hop to the left covers −q at rate b. From site 2 the directions are reversed. The mean velocities on the two sites are therefore u and −u, with

u = ap − bq.

Start with probability 1/2 on each kind of site; symmetric rates preserve this. Let x be the displacement since the start, and let X₁ be the average of x counted only when the excitation is on site 1, and X₂ likewise. Site 1 loses its share at rate a + b and receives that of site 2 at the same rate. The arriving hops, −p at rate a and +q at rate b, add −u/2. Hence

dX₁/dt = −(a + b)X₁ + (a + b)X₂ − u/2.

The equation for X₂ has the labels exchanged and +u/2, so X₂ = −X₁ and

dX₁/dt = −λX₁ − u/2, λ = 2(a + b),
X₁ = −u(1 − e^(−λt))/(2λ).

A hop h changes x² by 2xh + h². Averaging over hops and sites,

d⟨x²⟩/dt = ap² + bq² + 2(uX₁ − uX₂)
= ap² + bq² − 2u²(1 − e^(−λt))/λ.

In one dimension ⟨x²⟩ → 2Dt, so at long times

D = ½[ap² + bq² − (ap − bq)²/(a + b)].

Over the common denominator the numerator is (ap² + bq²)(a + b) − (ap − bq)² = ab(p² + q² + 2pq). Thus

D = abL²/[2(a + b)].

The first term, ½(ap² + bq²), treats successive hops as independent. The subtraction accounts for returns: after a hop across the short gap, the most probable next hop goes back.

Now put a = G/p⁶ and b = G/q⁶:

D = G(p + q)²/[2(p⁶ + q⁶)].

As p → 0 the first term diverges as G/(2p⁴), while D tends to G/(2q⁴). The long gap then controls transport. A very close pair acts as one site, but the excitation is at each end only half the time. Each long gap is therefore crossed at rate b/2, and D is half that of a chain of single sites with spacing q. For p = 1 and q = 2 in some length unit, the first term is 17/32 = 0.53 and the true value 9/130 = 0.069, both in units of G. If all lengths are multiplied by ℓ, D changes by ℓ⁻⁴, whatever the ratio p/q.

A second route avoids displacements. Look for a density wave that picks up a phase exp(ikh) on each hop h. The rate matrix of the cell has a + b on the diagonal and −(ae^(ikp) + be^(−ikq)) and its conjugate off the diagonal. Its lower eigenvalue is

Λ(k) = a + b − √(a² + b² + 2ab cos kL).

For small k, cos kL ≈ 1 − k²L²/2, the root is ≈ (a + b) − abk²L²/[2(a + b)], and Λ ≈ Dk² with the same D. This is the decay rate of a long density wave under diffusion.

**The general network**

Put N sites in a cubic box and repeat it periodically. Let w_ij be the rate from i to j and r_ij the vector covered. A sum over j includes the periodic images of j, and those of i itself. The site probabilities obey

dP/dt = −KP, K_ij = δ_ij Σ_m w_im − w_ij,

with images summed in w_ij. K is symmetric, and

Σ_ij P_i K_ij P_j = ½Σ_ij w_ij(P_i − P_j)² ≥ 0,

so no eigenvalue is negative. The uniform distribution has eigenvalue zero, and in a connected network no other does. Define the local drift and the squared-hop sum,

v_i = Σ_j w_ij r_ij, S = Σ_ij w_ij r_ij².

Start from P_i = 1/N and let X_i be the average displacement counted when the excitation is on i. The two-site argument carries over. Hops arriving at i contribute Σ_j w_ji r_ji/N = −v_i/N, because r_ji = −r_ij. Hence

dX/dt = −KX − v/N, X(t) = −(1/N)∫₀ᵗ e^(−Ks) v ds,
d⟨r²⟩/dt = S/N + 2Σ_i v_i·X_i.

Diagonalize K, with eigenvalues λ_ν and normalized eigenvectors e_ν, and let A_ν = |Σ_i e_νi v_i|². The uniform mode drops out because Σ_i v_i = 0, each hop being cancelled by its reverse. The integral in X gives (1 − e^(−λt))/λ for each mode, and a second integration gives

⟨r²⟩ = St/N − (2/N)Σ_ν A_ν[t/λ_ν − (1 − e^(−λ_ν t))/λ_ν²].

In three dimensions ⟨r²⟩ → 6Dt, averaged over directions, so

D = S/(6N) − (1/(3N))Σ_ν A_ν/λ_ν.

If D alone is wanted, the mode sum equals Σ_i v_i·y_i, where y solves Ky = v with one component fixed at zero. This linear solve is cheaper and serves for the averages over many networks.

The density-wave route also generalizes. Along x, replace the term −w_ij in K_ij by −w_ij exp(ikx_ij), image by image and including i = j. To second order in k the matrix changes by −ikB − (ik)²C/2 = −ikB + k²C/2, where B and C hold the sums of w_ij x_ij and w_ij x_ij². On the uniform vector the first-order shift vanishes, since Σ_i v_i = 0. Second-order perturbation theory gives

Λ(k) = k²[Σ_ij w_ij x_ij²/(2N) − (1/N)Σ_ν |Σ_i e_νi v_ix|²/λ_ν] = D_x k².

The average of D_x, D_y and D_z is D.

Long hops need care, because their contribution to D falls off slowly. Hops inside a cube of half-edge H = 300 Å around each site are summed explicitly. Beyond it the sites are replaced by a uniform density, whose drift vanishes by symmetry. Its small addition to K is neglected, and only the squared-hop term remains:

D_tail = (Gc/6)∫_outside R⁻⁴ d³r = (Gc/H)∫∫ dy dz/(1 + y² + z²)².

Here y and z run from −1 to 1 over one face. The radial integral from the surface distance ρ = H√(1 + y² + z²) gives 1/ρ, the solid angle element is dy dz/(1 + y² + z²)^(3/2), and six equal faces cancel the 1/6. A simple cubic lattice tests the image sum and the tail: the network code gives D/(Gc^(4/3)) = 2.7559, an independent lattice sum 2.7554.

**Kinetic Monte Carlo**

The same network can be simulated hop by hop.

1. Choose the starting site uniformly and set the displacement to zero.
2. On site i, compute the exit rate k_i = Σ_j w_ij and draw a waiting time from the density k_i exp(−k_i t).
3. Choose the destination with probability w_ij/k_i, images counted separately.
4. Add r_ij to the displacement, without folding it back into the box, and repeat until the chosen time.

Averaging r² over walkers estimates ⟨r²⟩, because these waiting times and branching probabilities are those of the master equation.

The two-site cell shows the difficulty. For p = 1 and q = 2 the rates are in the ratio 64 to 1, so on average 64 short hops precede each long one. In a random medium this becomes severe: the mean exit rate contains ∫R⁻⁶R² dR, which diverges at small R. The simulation therefore caps every rate at 500 Gc². The cap acts below R = 500^(−1/6)c^(−1/3) = 0.355c^(−1/3).

For one network of 150 sites, c = 1.875×10⁻⁵ Å⁻³ and c^(−1/3) = 37.6 Å, so the cap acts below 13.4 Å. The master equation, solved with and without it, gives ħD = 3.4886×10⁻³ and 3.4897×10⁻³ eV Å², a loss of 0.03 percent relative to the uncapped value. Without the cap the first term alone would be 2.00×10⁻² eV Å², 5.7 times the uncapped D just given. In this network the return correction thus cancels more than four fifths of the first term.

With 4000 walkers and on average 677 hops each, the mean square displacements are:

- at t = 2.07×10⁶ ħ/eV: Monte Carlo 43,400 ± 700 Å², master equation 44,200 Å²;
- at t = 4.14×10⁶ ħ/eV: Monte Carlo 86,800 ± 1,200 Å², master equation 87,600 Å².

The uncertainties are one standard error. The slope between the two times gives ħD = (3.49 ± 0.08)×10⁻³ eV Å², in agreement with diagonalization, and the density-wave eigenvalue gives 3.4884×10⁻³ eV Å². These values omit the tail, which adds 0.30×10⁻³ eV Å², about 8 percent of the total.

**Why the exponent is 4/3**

Consider an infinite medium of independent, uniformly distributed point sites. Measure lengths in units of c^(−1/3) and times in units of 1/(Gc²):

r = c^(−1/3)ξ, t = T/(Gc²), w = G/r⁶ = Gc²/ξ⁶.

In the new variables the site density is one, the rates are 1/ξ⁶, and c has disappeared from both the equation of motion and the site statistics. Hence

⟨r²⟩(t) = c^(−2/3) F(Gc²t),

with one function F for all concentrations. If the motion becomes diffusive, F(T) → 6A₆T with a number A₆, and

6Dt = c^(−2/3) · 6A₆Gc²t, so D = A₆Gc^(4/3).

The factor c² is the speeding up of the hops, and c^(−2/3) the shrinking of their squared length. The argument gives the exponent but neither A₆ nor a proof that the diffusive limit exists; the numbers below support that limit. For rates G/R^s the unit of rate is Gc^(s/3) and the exponent becomes (s − 2)/3. This needs s > 5, since the contribution of long hops, ∫R²R^(−s)R² dR, must converge at large R.

The exponent belongs to long times. For Gc²t ≪ 1 an excitation has at most one relevant close neighbour. Within an isolated pair the probability of being on the other site is (1 − e^(−2wt))/2, so to leading order

⟨r²⟩ = c∫₀^∞ 4πR² · R² · ½(1 − e^(−2Gt/R⁶)) dR.

With R = (2Gt)^(1/6)y this is 2πc(2Gt)^(5/6)∫y⁴(1 − e^(−1/y⁶)) dy. Integration by parts, whose boundary terms vanish, turns the integral into (6/5)∫y⁻²e^(−1/y⁶) dy. The substitution z = y⁻⁶ makes it (1/5)∫z^(−5/6)e^(−z) dz = Γ(1/6)/5, with Γ the gamma function. Therefore

⟨r²⟩ = (2π/5)Γ(1/6) c(2Gt)^(5/6).

At a fixed early time the spread is proportional to c, not c^(4/3), and it grows more slowly than t. This agrees with the scaling form: F ∝ T^(5/6) gives c^(−2/3)(c²)^(5/6) = c.

**Testing the law on random networks**

Stretching one network would reproduce the exponent by construction. Instead, independent networks with different numbers of sites are drawn in the same 200 Å box. The averages, tail included, are:

- N = 64: D/(Gc^(4/3)) = 2.792 ± 0.008
- N = 125: 2.771 ± 0.008
- N = 250: 2.766 ± 0.008
- N = 400: 2.771 ± 0.009

In an infinite medium the four values would coincide, so their differences come from the finite number of sites or from sampling. The fitted exponent is 1.329 ± 0.002, against 1.333. The deficit of 0.004 is about two standard errors and reflects the slightly high value at N = 64. The test allows three standard errors plus 0.05 for the finite box.

The prefactor, about 2.77, lies close to the 2.755 of the cubic lattice. The scaling argument does not predict this. The three largest sizes average 2.769 ± 0.005, about three standard errors above the lattice value, which points to a small real excess; the limit of infinite N is not fixed to this precision.

For a pure power rate the box edge drops out, because H scales with it, and D/(Gc^(4/3)) depends on N alone. The fit therefore tests that this ratio has converged in N, that is, that a finite diffusive limit exists. Two controls show that the fitted exponent follows the rate law. Rates proportional to R⁻⁸ give 1.984 ± 0.007, against the predicted 2. The rate (G/R⁶)(1 + b²/R²) with b = 30 Å contains a fixed length. Scaling then allows D = Gc^(4/3)f(bc^(1/3)) with an unknown function f, and a single power is no longer expected. The fit gives an apparent exponent of 1.507 ± 0.004 over this range. An excluded volume around each site likewise introduces a length, so the argument for a pure 4/3 law no longer applies once that length is comparable with c^(−1/3).

**Restoring the lifetime**

With ħγ = 10⁻⁷ eV, the distance at which transfer and decay are equally fast is (G/ħγ)^(1/6) = 54.9 Å. If motion is diffusive for most of the lifetime, averaging 6Dt over the decay-time density γe^(−γt) gives 6D/γ. At the highest concentration the root mean square displacement at decay is

√(6 × 1.401×10⁻² / 10⁻⁷) Å = 917 Å,

and D = 2.13×10⁻³ cm²/s. These values assume fast reorientation, which is hard to meet here: 1/(Gc²) is about 100 ps and a typical stay on a site about 2 ps, while a dye of radius 5 Å in a liquid of viscosity 1 mPa s needs about 130 ps to rotate. With frozen random dipoles the exponent stays 4/3, since κ brings in no length, but D is about 10 percent lower and the displacement about 870 Å. Traps and differences in site energy, absent from the model, are not accounted for. The lifetime there is 69 units of 1/(Gc²), so the diffusive estimate is reasonable. At the lowest concentration it is only 1.8 units, but the early, slower-than-linear spreading still matters little. In the 150-site network above, the master equation gives 44,200 Å² at t = 2/(Gc²), while 6Dt is 43,400 Å², a difference of 2 percent. Only a lifetime much shorter than 1/(Gc²) would confine the motion to the early regime, where the spread at fixed time is proportional to c. The full set of values is in the numerical output below.

Table of computed values

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
dipole = 2.0 e angstrom, index = 1.5, overlap = 1.0 /eV
decay width = 1.0e-07 eV, box edge = 200.0 angstrom
rate constant G = 2745.03 eV angstrom^6
Foerster radius = 54.92 angstrom
cubic lattice D/(G c^(4/3)): network 2.75588, lattice sum 2.75539
Monte Carlo network: 150 sites, c = 1.8750e-05 angstrom^-3
natural rate G c^2 = 9.6505e-07 eV, cap = 500 G c^2
t = 2.0724e+06 hbar/eV: <r^2> Monte Carlo 43428 +- 658, master 44212 angstrom^2
t = 4.1449e+06 hbar/eV: <r^2> Monte Carlo 86768 +- 1236, master 87593 angstrom^2
walkers = 4000, hops per walker = 677
hbar D Monte Carlo slope = 3.485e-03 +- 8.4e-05 eV angstrom^2
hbar D master, same time window = 3.4887e-03 eV angstrom^2
hbar D master, long time = 3.4886e-03 eV angstrom^2
hbar D Bloch eigenvalue = 3.4884e-03 eV angstrom^2
hbar D without cap = 3.4897e-03 eV angstrom^2
loss of D by the cap = 0.031 percent
first term of D alone, no cap = 2.0019e-02 eV angstrom^2
hops beyond the cube would add 2.987e-04 eV angstrom^2
random networks, R^-6 rates, tail included:
N = 64, networks = 200, c = 8.0000e-06 angstrom^-3, hbar D = 1.2263e-03 eV angstrom^2
   D/(G c^(4/3)) = 2.792 +- 0.008
N = 125, networks = 100, c = 1.5625e-05 angstrom^-3, hbar D = 2.9711e-03 eV angstrom^2
   D/(G c^(4/3)) = 2.771 +- 0.008
N = 250, networks = 50, c = 3.1250e-05 angstrom^-3, hbar D = 7.4727e-03 eV angstrom^2
   D/(G c^(4/3)) = 2.766 +- 0.008
N = 400, networks = 30, c = 5.0000e-05 angstrom^-3, hbar D = 1.4014e-02 eV angstrom^2
   D/(G c^(4/3)) = 2.771 +- 0.009
exponent for R^-6 = 1.329 +- 0.002 (law 1.333)
exponent for R^-8 = 1.984 +- 0.007 (law 2.000)
apparent exponent with fixed length 30 angstrom = 1.507 +- 0.004
highest c: D = 2.129e-03 cm^2/s
highest c: diffusion length sqrt(6 D tau) = 917 angstrom
lowest c: lifetime in units 1/(G c^2) = 1.76
highest c: lifetime in units 1/(G c^2) = 68.63
```
